# Standing Waves and Edge-Bond Gap of an Armchair Ribbon

## The system

A ribbon is cut from a honeycomb lattice with bond length $a$. It is infinite along $x$ and consists of $N\ge 2$ dimer lines, numbered $j=1,\dots,N$, at heights $y_j=\sqrt3\,a\,j/2$. In each period $3a$, every line holds one dimer: an A atom at $x_c-a/2$ and a B atom at $x_c+a/2$, joined by a bond parallel to the ribbon. The centres $x_c$ lie at multiples of $3a$ for odd $j$ and are displaced by $3a/2$ for even $j$. The edges along $y_1$ and $y_N$ have the armchair shape.

Each atom carries one orbital and supplies one electron. The orbitals are orthonormal, their on-site energy is zero, and the hopping between nearest neighbours is $-t$ with $t>0$. Interactions between electrons and hopping to further neighbours are left out.

## Part (a)

**Question.** Find the energy bands by means of standing waves across the ribbon.

**Answer.** Let the amplitude on an atom at position $x$ in line $j$ be $A_je^{ikx}$ or $B_je^{ikx}$. An A atom at $x$ has one B neighbour at $x+a$ in its own line, and one at $x-a/2$ in each adjacent line. The latter are at distance $\sqrt{a^2/4+3a^2/4}=a$, as they should be. The Schrödinger equation is therefore

$$EA_j=-t\left[e^{ika}B_j+e^{-ika/2}(B_{j-1}+B_{j+1})\right],$$

$$EB_j=-t\left[e^{-ika}A_j+e^{ika/2}(A_{j-1}+A_{j+1})\right].$$

Lines $0$ and $N+1$ do not exist. The same equations hold for the edge lines if we set $A_0=B_0=A_{N+1}=B_{N+1}=0$.

Take $A_j=\mathcal A\,\varphi_j$ and $B_j=\mathcal B\,\varphi_j$ with $\varphi_j\propto\sin j\theta$. The condition at $j=0$ holds, and the one at $j=N+1$ requires $\sin(N+1)\theta=0$:

$$\theta_r=\frac{r\pi}{N+1},\qquad r=1,\dots,N.$$

The values $r=0$ and $r=N+1$ give a vanishing wave, and other integers repeat these waves up to a sign. Since

$$\varphi_{j-1}+\varphi_{j+1}=2\cos\theta_r\,\varphi_j,$$

the waves are eigenvectors of a real symmetric $N\times N$ matrix with $N$ different eigenvalues $2\cos\theta_r$. They are thus orthogonal and complete. For the norm,

$$\sum_{j=1}^{N}\sin^2 j\theta_r=\frac12\sum_{j=0}^{N}(1-\cos 2j\theta_r)=\frac{N+1}{2},$$

because the cosine sum is the real part of a geometric series proportional to $1-e^{2i(N+1)\theta_r}=0$. Hence

$$\varphi_j=\sqrt{\frac{2}{N+1}}\,\sin j\theta_r .$$

What remains for each $r$ is a pair of equations,

$$E\mathcal A=-tf\mathcal B,\qquad E\mathcal B=-tf^*\mathcal A,\qquad f=e^{ika}+2\cos\theta_r\,e^{-ika/2}.$$

Eliminating one amplitude gives $E^2=t^2|f|^2$, or

$$E=\pm t\sqrt{1+4\cos\theta_r\cos\frac{3ka}{2}+4\cos^2\theta_r},\qquad |k|\le\frac{\pi}{3a}.$$

These are $2N$ bands, as many as there are atoms in a period.

## Part (b)

**Question.** Find the gap for arbitrary $N$. For which $N$ does it vanish?

**Answer.** The $2N$ electrons per period, with two spin states per level, fill the $N$ lower bands. The spectrum is symmetric about $E=0$, so the gap is twice the smallest value of $|E|$.

In the zone, $3ka/2$ lies between $-\pi/2$ and $\pi/2$, and its cosine is not negative. There are two cases.

- If $\cos\theta_r>0$, then $|E|\ge t$.
- If $\cos\theta_r\le0$, then $|E|$ is smallest when $\cos(3ka/2)=1$, at $k=0$. The minimum is $t|1+2\cos\theta_r|$, which is at most $t$ because $-2<2\cos\theta_r\le0$.

The second case always occurs, since $\theta_N=N\pi/(N+1)\ge\pi/2$. The first case cannot supply a smaller value, and there $|1+2\cos\theta_r|>1$, so all $r$ may be included in

$$E_g=2t\min_r|1+2\cos\theta_r| .$$

This vanishes if and only if some $\theta_r$ equals $2\pi/3$, which means $r=2(N+1)/3$. As 2 and 3 have no common factor, $r$ is an integer only when $N+1$ is divisible by 3:

$$N=3p+2,\qquad r=2(p+1),\qquad p=0,1,2,\dots$$

For this subband $2\cos\theta_r=-1$, and

$$|E|=t\sqrt{2-2\cos\frac{3ka}{2}}=2t\left|\sin\frac{3ka}{4}\right|\approx\frac{3ta}{2}|k|\quad\text{for small }|k|a .$$

At $k=0$ the amplitude arriving at an atom from its dimer partner is cancelled by the amplitudes from the two adjacent lines. The transverse wave that achieves this has nodes at $j=3,6,9,\dots$. It fits the ribbon when line $N+1$ is also a node.

For the other widths, $2(N+1)/3$ lies $1/3$ away from the nearest integer, so the nearest $\theta_r$ differs from $2\pi/3$ by $\pi/[3(N+1)]$. The slope of $1+2\cos\theta$ at $2\pi/3$ is $-\sqrt3$. For wide ribbons this gives $E_g\approx2\pi t/[\sqrt3(N+1)]$.

## Part (c)

**Question.** An edge atom has two neighbours instead of three, and its bonds may differ from those inside. Let the dimer bonds of lines $1$ and $N$ have hopping $-t(1+\delta)$, where $\delta>0$ means a strengthened bond. For $N=3p+2$, find the splitting of the zero-energy levels at $k=0$ to first order in $\delta$.

**Answer.** At $k=0$ there are two zero-energy states. One, $|A\rangle$, has amplitudes $\varphi_j$ on the A atoms alone; the other, $|B\rangle$, has the same amplitudes on the B atoms. Here $\theta=2\pi/3$. Because they are degenerate, the perturbation $V$ must be diagonalized between them.

$V$ joins each edge A atom to its dimer partner with matrix element $-t\delta$. It has no A–A or B–B elements, so $\langle A|V|A\rangle=\langle B|V|B\rangle=0$ and

$$\langle A|V|B\rangle=-t\delta\left(\varphi_1^2+\varphi_N^2\right).$$

The weights are

$$\varphi_1^2=\frac{2}{N+1}\sin^2\frac{2\pi}{3}=\frac{3}{2(N+1)},$$

$$\varphi_N^2=\frac{2}{N+1}\sin^2\left(2\pi p+\frac{4\pi}{3}\right)=\frac{3}{2(N+1)} .$$

Their sum is $3/(N+1)=1/(p+1)$. The states $(|A\rangle\pm|B\rangle)/\sqrt2$ therefore move to

$$E=\mp\frac{t\delta}{p+1},$$

and the splitting is

$$\Delta=\frac{2t|\delta|}{p+1}=\frac{6t|\delta|}{N+1}.$$

For $\delta>0$ the lower state is the one with equal signs on the two atoms of each dimer, which gains energy from a stronger dimer bond. For $\delta<0$ the two states change places.

The same calculation with the bond of a single line $j$ gives a splitting $2t|\delta|\varphi_j^2$. It is zero when $j$ is divisible by 3. In that case the zero-energy states have no amplitude on the altered bond, so $V$ gives zero when acting on them, and they remain at zero energy for any $\delta$. Changes $\delta_j$ on several lines add to first order, with splitting $2t|\sum_j\delta_j\varphi_j^2|$. Altered bonds inside a ribbon can thus enlarge or reduce the effect of the edges.

## Part (d)

**Question.** Show that, for given $N=3p+2$ and sufficiently small $|\delta|\neq0$, the splitting at $k=0$ is the gap of the whole band structure.

**Answer.** Order the atoms so that all A atoms come first. The Hamiltonian then has the form

$$H=\begin{pmatrix}0&M\\M^\dagger&0\end{pmatrix},$$

and the values of $E^2$ are the eigenvalues of $M^\dagger M$. Let $\varepsilon(k,\delta)$ be the lowest of them.

Consider first the neighbourhood of $k=\delta=0$. There $\varepsilon$ is a simple eigenvalue, because only one $r$ has $E=0$. The matrix elements are analytic in $k$ and $\delta$, so $\varepsilon$ is analytic too. The hoppings are real, hence $M(-k)=M(k)^*$, and $\varepsilon$ is even in $k$. It follows that

$$\varepsilon(k,\delta)=\varepsilon(0,\delta)+k^2g(k,\delta),$$

with $g$ continuous. Part (b) gives $g(0,0)=(3ta/2)^2>0$. Thus $g$ is positive for all $|k|<k_0$ and small $|\delta|$, with some fixed $k_0$, and the minimum in this region is at $k=0$.

For $|k|\ge k_0$ the unperturbed $|E|$ is at least some $m>0$. The perturbation acts on separate pairs of atoms and has eigenvalues $\pm t\delta$ and $0$, so it moves no level by more than $t|\delta|$. Levels in this region stay at $|E|\ge m-t|\delta|$. At $k=0$ the lowest $|E|$ is at most $t|\delta|$, for the same reason. When $|\delta|<m/(2t)$ the outer region cannot contain the minimum. Therefore

$$E_g=\frac{2t|\delta|}{p+1}+O(\delta^2).$$

The shape of the band edge follows, to leading order in $\delta$, by keeping the gapless subband alone; mixing with the other subbands changes $c$ below at order $\delta^2$, as part (e) shows at $k=0$. The dimer bond carries the phase $e^{ika}$, so with $c=\delta/(p+1)$ the function $f$ becomes $(1+c)e^{ika}-e^{-ika/2}$, and

$$\frac{E^2}{t^2}=(1+c)^2+1-2(1+c)\cos\frac{3ka}{2}=c^2+4(1+c)\sin^2\frac{3ka}{4}.$$

For small $c$ and $ka$ this is $E^2\approx(tc)^2+(3tak/2)^2$. The crossing lines have become a hyperbola.

## Part (e)

**Question.** Find the second-order term of the gap.

**Answer.** At $k=0$ set $B_j=\pm A_j$, $A_j=\varphi_j$ and $E=\mp t\lambda$. Inside the ribbon

$$\lambda\varphi_j=\varphi_j+\varphi_{j-1}+\varphi_{j+1},$$

which is solved by $\varphi_j\propto\sin(j\theta+\alpha)$ with $\lambda=1+2\cos\theta$. In line 1 the true equation is $\lambda\varphi_1=(1+\delta)\varphi_1+\varphi_2$. It agrees with the interior form if we define $\varphi_0=\delta\varphi_1$. Likewise $\varphi_{N+1}=\delta\varphi_N$. Written as imaginary parts, these conditions are

$$\operatorname{Im}\left[e^{i\alpha}(1-\delta e^{i\theta})\right]=0,\qquad
\operatorname{Im}\left[e^{i(N+1)\theta+i\alpha}(1-\delta e^{-i\theta})\right]=0 .$$

The first gives $\alpha=\arg(1-\delta e^{-i\theta})$, up to a multiple of $\pi$ that only changes the sign of the wave. The second then requires $(N+1)\theta+2\arg(1-\delta e^{-i\theta})$ to be a multiple of $\pi$. The level that starts at $\theta=2\pi/3$ for $\delta=0$ has

$$(N+1)\theta+2\arg(1-\delta e^{-i\theta})=2\pi(p+1).$$

Write $L=N+1=3(p+1)$ and $\theta=2\pi/3+\epsilon$. From $\ln(1-z)=-z-z^2/2-\dots$ with $z=\delta e^{-i\theta}$,

$$\arg(1-\delta e^{-i\theta})=\delta\sin\theta+\tfrac12\delta^2\sin2\theta+O(\delta^3).$$

To the order needed, $\sin\theta=\sqrt3/2-\epsilon/2$ and $\sin2\theta=-\sqrt3/2$. Since $2\pi L/3=2\pi(p+1)$,

$$L\epsilon=-\sqrt3\,\delta+\delta\epsilon+\frac{\sqrt3}{2}\delta^2+O(\delta^3).$$

Inserting the first-order value $\epsilon=-\sqrt3\,\delta/L$ on the right gives

$$\epsilon=-\frac{\sqrt3\,\delta}{L}+\delta^2\left(\frac{\sqrt3}{2L}-\frac{\sqrt3}{L^2}\right)+O(\delta^3).$$

Next, $\lambda=1+2\cos(2\pi/3+\epsilon)=1-\cos\epsilon-\sqrt3\sin\epsilon=-\sqrt3\,\epsilon+\epsilon^2/2+O(\epsilon^3)$, so

$$\lambda=\frac{3\delta}{L}-\delta^2\left(\frac{3}{2L}-\frac{3}{L^2}-\frac{3}{2L^2}\right)+O(\delta^3)
=\frac{\delta}{p+1}-\frac{p\,\delta^2}{2(p+1)^2}+O(\delta^3).$$

By part (d) the gap is $2t|\lambda|$ for small $|\delta|$:

$$E_g=\frac{2t|\delta|}{p+1}\left[1-\frac{p\,\delta}{2(p+1)}+O(\delta^2)\right].$$

Strengthened edges thus give slightly less than the first-order gap when $p\ge1$, and weakened edges slightly more. For $p=0$ the ribbon is a single chain with alternating hoppings $t(1+\delta)$ and $t$. At $k=0$ its two values of $\lambda$ are $(1+\delta)\pm1$, and the lower one is $\delta$ without any correction.

## Part (f)

**Question.** Evaluate the results for $N=8$, $t=3.0$ eV and $\delta=0.10$, and compare ribbons of different width.

**Answer.** Here $p=2$, and the gapless subband has $r=6$, $\theta_6=120^\circ$. With equal bonds, its neighbours $r=5$ and $r=7$ have $t(1+2\cos\theta_r)=1.96$ eV and $-1.60$ eV. The equal-bond gaps are:

| $N$ | Gap (eV) |
|---:|---:|
| 6 | 1.48 |
| 7 | 1.41 |
| 8 | 0 |
| 9 | 1.05 |
| 10 | 1.02 |
| 11 | 0 |

For $N=8$ each edge line carries the weight $3/(2\cdot9)=0.1667$ of the zero-energy state, together $0.3333$. The level shift is $3.0\times0.10\times0.3333=0.100$ eV, and the first-order gap is $0.200$ eV. The second-order factor is $1-2\times0.10/6=0.9667$, which lowers the gap to $0.1933$ eV.

Numerical diagonalization of the Bloch Hamiltonian on a grid of $k$ values, with the edge bonds altered, also gives $0.1933$ eV, or $3.10\times10^{-20}$ J. The first-order gap is $3.4\%$ too large relative to this value. For other gapless widths, with the same $t$ and $\delta$:

| $N$ | First order (eV) | Diagonalization (eV) |
|---:|---:|---:|
| 5 | 0.300 | 0.2925 |
| 8 | 0.200 | 0.1933 |
| 11 | 0.150 | 0.1444 |
| 14 | 0.120 | 0.1152 |

The gap falls with width because the edge lines carry a share $3/(N+1)$ of the state. With equal bonds, the gaps of the other two families also fall as $1/(N+1)$ for wide ribbons. Dividing $6t\delta/(N+1)$ by that equal-bond estimate from part (b) gives $s=3\sqrt3\,\delta/\pi$, about $0.17$ for $\delta=0.10$. The altered edges move these gaps too. At $k=0$ the calculation of part (c) shifts $\lambda=1+2\cos\theta_r$ by $\delta(\varphi_1^2+\varphi_N^2)=4\delta\sin^2\theta_r/(N+1)$, which tends to $3\delta/(N+1)$ as $\theta_r$ approaches $2\pi/3$. For $N=3p$ the nearest $\theta_r$ lies above $2\pi/3$ and $\lambda<0$, so the separation $2t|\lambda|$ is multiplied by $1-s$. For $N=3p+1$ it lies below, $\lambda>0$, and the factor is $1+s$. These factors hold to first order in $\delta$. The end conditions of part (e) apply to every $N$, and for wide ribbons the phase $2\arg(1-\delta e^{-i\theta})$ may be taken at $\theta=2\pi/3$, where it equals $\sqrt3\,\delta(1-\delta/2)$ through second order. This replaces $s$ by $s'=s(1-\delta/2)$, which is $0.157$ for $\delta=0.10$, in all three families. The gap of the $N=3p+2$ family is then $s'/(1-s')\approx0.19$ of the $N=3p$ gap and $s'/(1+s')\approx0.14$ of the $N=3p+1$ gap, independent of width for wide ribbons. In this model and for small $\delta$, widening the ribbon therefore does not remove the distinction between the families.
